\section*{The Dirac operator K and the quantum number kappa}

\section{The operator $K$ in a central field}

Suppose that a Dirac particle moves in a central field and that its stationary states are labelled by $j$ and $m$ alone. For given $j$ and $m$, a two-component spinor can be built from orbital angular momentum $l=j-\tfrac12$ or $l=j+\tfrac12$. The Dirac spinor has an upper and a lower pair of components, so four unknown radial functions remain, and nothing said so far tells us which of them belong together. The nonrelativistic remedy, to label the state by $l$ as well, fails because $\mathbf L^2$ is not conserved. What is needed is a conserved operator that separates the two possibilities at each $j$. It is
\begin{equation}
K=\beta\Lambda,\qquad \Lambda=\boldsymbol\Sigma\cdot\mathbf L+\hbar .
\label{K}
\end{equation}

\subsection{Conventions, and why $l$ fails}

The Hamiltonian is
\begin{equation}
H=c\,\boldsymbol\alpha\cdot\mathbf p+\beta mc^2+W(\mathbf r),
\label{H}
\end{equation}
where $W$ is a Hermitian $4\times4$ matrix function. In $2\times2$ blocks,
\begin{equation}
\beta=\begin{pmatrix}1&0\\0&-1\end{pmatrix},\quad
\gamma_5=\begin{pmatrix}0&1\\1&0\end{pmatrix},\quad
\Sigma_i=\begin{pmatrix}\sigma_i&0\\0&\sigma_i\end{pmatrix},\quad
\alpha_i=\gamma_5\Sigma_i .
\label{mat}
\end{equation}
Thus $\Sigma_i$ commutes with $\beta$ and $\gamma_5$, while $\beta$ anticommutes with $\gamma_5$ and hence with $\alpha_i$. Further, $\mathbf L=\mathbf r\times\mathbf p$ and $\mathbf J=\mathbf L+\hbar\boldsymbol\Sigma/2$. Repeated indices are summed. The operator identities below hold on smooth spinors away from the origin. If $W$ is singular there, we assume that $H$ has been made self-adjoint on a domain that respects the symmetries used.

Since $[L_i,p_j]=i\hbar\epsilon_{ijk}p_k$,
\begin{equation}
[L_i,c\,\alpha_jp_j]=i\hbar c\,\epsilon_{ijk}\alpha_jp_k
=i\hbar c(\boldsymbol\alpha\times\mathbf p)_i .
\label{Lrate}
\end{equation}
For the spin, $[\Sigma_i,\alpha_j]=\gamma_5[\Sigma_i,\Sigma_j]=2i\epsilon_{ijk}\alpha_k$, so
\begin{equation}
[\tfrac{\hbar}{2}\Sigma_i,c\,\alpha_jp_j]
=i\hbar c\,\epsilon_{ijk}\alpha_kp_j
=-i\hbar c(\boldsymbol\alpha\times\mathbf p)_i .
\label{Srate}
\end{equation}
The minus sign comes from exchanging $j$ and $k$ in $\epsilon_{ijk}$. The mass term commutes with both $\mathbf L$ and $\boldsymbol\Sigma$. Thus neither $\mathbf L$ nor $\hbar\boldsymbol\Sigma/2$ commutes with the free Hamiltonian, but their sum $\mathbf J$ does.

\subsection{$K$ commutes with the free Hamiltonian}

For vector operators $\mathbf A,\mathbf B$ that commute with $\boldsymbol\Sigma$, the relation $\Sigma_i\Sigma_j=\delta_{ij}+i\epsilon_{ijk}\Sigma_k$ gives
\begin{equation}
(\boldsymbol\Sigma\cdot\mathbf A)(\boldsymbol\Sigma\cdot\mathbf B)
=\mathbf A\cdot\mathbf B+i\boldsymbol\Sigma\cdot(\mathbf A\times\mathbf B),
\label{prod}
\end{equation}
with the order of $\mathbf A$ and $\mathbf B$ kept. We use it for $\mathbf L$ and $\mathbf p$ in both orders. The scalar products vanish:
\begin{align}
\mathbf L\cdot\mathbf p&=\epsilon_{ijk}x_jp_kp_i=0,\nonumber\\
\mathbf p\cdot\mathbf L&=\epsilon_{ijk}(x_jp_i-i\hbar\delta_{ij})p_k=0,
\label{Lp}
\end{align}
because $\epsilon_{ijk}$ is antisymmetric and the other factors are symmetric. The vector products do not cancel. Renaming indices in the second term,
\begin{align}
(\mathbf L\times\mathbf p+\mathbf p\times\mathbf L)_i
&=\epsilon_{ijk}(L_jp_k-p_kL_j)\nonumber\\
&=i\hbar\,\epsilon_{ijk}\epsilon_{jkl}p_l=2i\hbar p_i .
\label{cross}
\end{align}
From (\ref{prod})--(\ref{cross}),
\begin{equation}
\{\boldsymbol\Sigma\cdot\mathbf L,\boldsymbol\Sigma\cdot\mathbf p\}
=i\boldsymbol\Sigma\cdot(2i\hbar\mathbf p)=-2\hbar\,\boldsymbol\Sigma\cdot\mathbf p .
\label{anti0}
\end{equation}
The constant $\hbar$ in $\Lambda$ contributes $+2\hbar\,\boldsymbol\Sigma\cdot\mathbf p$ to the anticommutator, which is what fixes its value. Multiplying by $\gamma_5$, which commutes with $\Lambda$, we get
\begin{equation}
\{\Lambda,\boldsymbol\alpha\cdot\mathbf p\}=0 .
\label{anti}
\end{equation}
So $\Lambda$ by itself is not conserved. The factor $\beta$ supplies a second change of sign:
\begin{equation}
K\,\boldsymbol\alpha\cdot\mathbf p
=-\beta\,\boldsymbol\alpha\cdot\mathbf p\,\Lambda
=\boldsymbol\alpha\cdot\mathbf p\,\beta\Lambda
=\boldsymbol\alpha\cdot\mathbf p\,K .
\label{Kfree}
\end{equation}
Since $\beta$ commutes with $\Lambda$, it also commutes with $K$, and the free Hamiltonian commutes with $K$.

$K$ is compatible with $\mathbf J$ too. From $[L_i,L_j]=i\hbar\epsilon_{ijk}L_k$ and $[\tfrac{\hbar}{2}\Sigma_i,\Sigma_j]=i\hbar\epsilon_{ijk}\Sigma_k$,
\begin{equation}
[J_i,\Sigma_jL_j]=i\hbar\,\epsilon_{ijk}(\Sigma_kL_j+\Sigma_jL_k)=0,
\label{KJ}
\end{equation}
the bracket being symmetric in $j$ and $k$. As $\beta$ commutes with $\mathbf J$, $[K,J_i]=0$.

\subsection{Which central potentials are allowed}

Any function $f(r)$ commutes with $\mathbf L$, since $[L_i,f]=-i\hbar\epsilon_{ijk}x_jx_kf'/r=0$. Hence $K$ commutes with an electrostatic energy $V(r)$ and with a scalar potential $\beta S(r)$. But if ``central'' means only rotationally invariant, there are more possibilities, and some of them break the result.

Each $2\times2$ block of $W$ has the form $a(\mathbf r)+\mathbf b(\mathbf r)\cdot\boldsymbol\sigma$. Rotational invariance makes $a$ a function of $r$. It also requires $\mathbf b(\mathbf r)$ to be unchanged by rotations about the direction of $\mathbf r$, so $\mathbf b$ is parallel to $\mathbf r$. Four blocks with two terms each give eight structures, each multiplied by a function of $r$:
\begin{align}
&1,\quad\beta,\quad\boldsymbol\alpha\cdot\mathbf r,\quad i\beta\,\boldsymbol\alpha\cdot\mathbf r;
\label{even}\\
&\gamma_5,\quad i\beta\gamma_5,\quad\boldsymbol\Sigma\cdot\mathbf r,\quad\beta\,\boldsymbol\Sigma\cdot\mathbf r .
\label{odd}
\end{align}
Parity tells the two rows apart. Let
\begin{equation}
P=\beta\Pi,\qquad (\Pi\psi)(\mathbf r)=\psi(-\mathbf r).
\label{P}
\end{equation}
Then $PW(\mathbf r)P=\beta W(-\mathbf r)\beta$. In $\boldsymbol\alpha\cdot\mathbf r$ both factors change sign, so it is even. In $\boldsymbol\Sigma\cdot\mathbf r$ only $\mathbf r$ does, and in $\gamma_5$ only the matrix does, so these are odd. An extra factor $\beta$ changes nothing. The kinetic term is even for the same reason as $\boldsymbol\alpha\cdot\mathbf r$.

To find the effect of $K$, note that $[L_i,x_j]=i\hbar\epsilon_{ijk}x_k$ has the same form as the commutator with $p_j$, and $\mathbf L\cdot\mathbf r=\mathbf r\cdot\mathbf L=0$. The steps from (\ref{cross}) to (\ref{anti0}) then apply with $\mathbf p$ replaced by $\mathbf r$:
\begin{equation}
\{\Lambda,\boldsymbol\Sigma\cdot\mathbf r\}=0 .
\label{antir}
\end{equation}
Consequently
\begin{align}
K\,\boldsymbol\alpha\cdot\mathbf r&=\beta\gamma_5\Lambda\,\boldsymbol\Sigma\cdot\mathbf r
=-\beta\gamma_5\,\boldsymbol\Sigma\cdot\mathbf r\,\Lambda=\boldsymbol\alpha\cdot\mathbf r\,K,\nonumber\\
K\,\boldsymbol\Sigma\cdot\mathbf r&=-\beta\,\boldsymbol\Sigma\cdot\mathbf r\,\Lambda=-\boldsymbol\Sigma\cdot\mathbf r\,K,\nonumber\\
K\gamma_5&=\beta\gamma_5\Lambda=-\gamma_5K .
\label{Kpot}
\end{align}
$K$ commutes with every term in (\ref{even}) and anticommutes with every term in (\ref{odd}). For $W=W_++W_-$, split into even and odd parts,
\begin{equation}
[K,H]=[K,W_-]=2KW_- .
\label{cond}
\end{equation}
The next subsection shows that $K$ has no zero eigenvalue. Thus, for a local rotationally invariant potential, $K$ is conserved if and only if $W_-=0$, that is, if parity is conserved. Without rotational invariance it can fail even for a simple potential: a uniform force gives $V\propto z$, and $[\boldsymbol\Sigma\cdot\mathbf L,z]=i\hbar(\Sigma_2x-\Sigma_1y)\neq0$.

\subsection{The square of $K$}

Because $\beta$ commutes with $\Lambda$ and $\beta^2=1$, $K^2=\Lambda^2$. Equation (\ref{prod}) with $\mathbf L\times\mathbf L=i\hbar\mathbf L$ gives
\begin{equation}
(\boldsymbol\Sigma\cdot\mathbf L)^2=\mathbf L^2-\hbar\,\boldsymbol\Sigma\cdot\mathbf L .
\label{SL2}
\end{equation}
Therefore
\begin{align}
K^2&=(\boldsymbol\Sigma\cdot\mathbf L)^2+2\hbar\,\boldsymbol\Sigma\cdot\mathbf L+\hbar^2
=\mathbf L^2+\hbar\,\boldsymbol\Sigma\cdot\mathbf L+\hbar^2,\nonumber\\
\mathbf J^2&=\mathbf L^2+\hbar\,\boldsymbol\Sigma\cdot\mathbf L+\tfrac34\hbar^2,
\label{squares}
\end{align}
where $\boldsymbol\Sigma^2=3$ was used. Subtraction yields
\begin{equation}
K^2=\mathbf J^2+\tfrac14\hbar^2 ,
\label{K2}
\end{equation}
or $\mathbf J^2+\tfrac14$ in units with $\hbar=1$. On a state of given $j$ the right side is $\hbar^2[j(j+1)+\tfrac14]=\hbar^2(j+\tfrac12)^2$. We define $\kappa$ by
\begin{equation}
K\psi=-\hbar\kappa\psi,\qquad |\kappa|=j+\tfrac12 .
\label{kappa}
\end{equation}
Since $j$ is half an odd integer and at least $\tfrac12$, $\kappa$ is a nonzero integer. Its magnitude gives $j$; its sign is the new information.

\subsection{The sign of $\kappa$ and parity}

On a two-component spinor with definite $l$ and $j$, the second line of (\ref{squares}) gives
\begin{equation}
\boldsymbol\sigma\cdot\mathbf L=\hbar\left[j(j+1)-l(l+1)-\tfrac34\right]
=\begin{cases}\hbar l,&j=l+\frac12,\\-\hbar(l+1),&j=l-\frac12.\end{cases}
\label{sL}
\end{equation}
On the upper components $K=\boldsymbol\sigma\cdot\mathbf L+\hbar$, with eigenvalue $\hbar(l+1)$ or $-\hbar l$. Comparison with (\ref{kappa}) gives $\kappa=-(l+1)$ for $j=l+\frac12$ and $\kappa=l$ for $j=l-\frac12$. On the lower components $K=-(\boldsymbol\sigma\cdot\mathbf L+\hbar)$, so the same rule holds there with $\kappa$ replaced by $-\kappa$. Writing $l'$ for the lower orbital number,
\begin{equation}
\begin{aligned}
\kappa>0:&\quad l=\kappa,&l'&=\kappa-1,\\
\kappa<0:&\quad l=-\kappa-1,&l'&=-\kappa .
\end{aligned}
\label{ll}
\end{equation}
The two numbers differ by one, so the full spinor is not an eigenstate of $\mathbf L^2$ when both parts are present. It does have a definite parity: the upper part gives $(-1)^l$, and the lower part gives $-(-1)^{l'}=(-1)^l$, the extra sign coming from $\beta$ in (\ref{P}). Inserting (\ref{ll}),
\begin{equation}
\pi=(-1)^l=\operatorname{sgn}(\kappa)\,(-1)^\kappa .
\label{pi}
\end{equation}
Solving for the sign and using $|\kappa|=j+\frac12$,
\begin{equation}
\kappa=(-1)^{j+1/2}\left(j+\tfrac12\right)\pi .
\label{inverse}
\end{equation}
Thus $\kappa$ determines $j$ and $\pi$, and they determine $\kappa$. The sign of $\kappa$ is not itself the parity: $\kappa=-1$ has $\pi=+1$, but $\kappa=-2$ has $\pi=-1$. The choice $P=-\beta\Pi$ would reverse every $\pi$ and leave $K$ unchanged.

The joint eigenspaces of $\mathbf J^2$ and $P$ span the space of spinors, and (\ref{inverse}) fixes $K$ on each of them. As an operator identity,
\begin{equation}
K=\hbar(-1)^{j-1/2}\left(j+\tfrac12\right)P,
\label{KP}
\end{equation}
where $j$ stands for the operator defined by $\mathbf J^2=\hbar^2j(j+1)$. This extends the conservation law beyond (\ref{H}): a Hamiltonian that commutes with $\mathbf J$ and $P$ commutes with $K$, even if its potential is nonlocal.

\subsection{The radial equations}

Take $W=V(r)$. Let $\chi_\kappa$ be a normalized spinor on the unit sphere with given $m$ and $(\boldsymbol\sigma\cdot\mathbf L+\hbar)\chi_\kappa=-\hbar\kappa\chi_\kappa$, and let $\sigma_r=\boldsymbol\sigma\cdot\mathbf r/r$. By (\ref{antir}), $\sigma_r$ reverses the sign of $\kappa$; it also commutes with $\mathbf J$ and has unit square. We may therefore fix the phase by
\begin{equation}
\sigma_r\chi_\kappa=-\chi_{-\kappa},\qquad \sigma_r\chi_{-\kappa}=-\chi_\kappa .
\label{phase}
\end{equation}
Inserting $\sigma_r^2=1$ and using the product rule (\ref{prod}),
\begin{equation}
\boldsymbol\sigma\cdot\mathbf p=\sigma_r(\sigma_r\,\boldsymbol\sigma\cdot\mathbf p)
=\sigma_r\left(-i\hbar\frac{\partial}{\partial r}+\frac{i}{r}\boldsymbol\sigma\cdot\mathbf L\right).
\label{sp}
\end{equation}
Write
\begin{equation}
\psi=\frac1r\begin{pmatrix}G(r)\chi_\kappa\\ iF(r)\chi_{-\kappa}\end{pmatrix}.
\label{ansatz}
\end{equation}
With $\boldsymbol\sigma\cdot\mathbf L\,\chi_{\pm\kappa}=-\hbar(1\pm\kappa)\chi_{\pm\kappa}$ and $(G/r)'=(G'-G/r)/r$,
\begin{align}
\boldsymbol\sigma\cdot\mathbf p\,\frac Gr\chi_\kappa
&=-\frac{i\hbar}{r}\left[G'-\frac Gr+\frac{(1+\kappa)G}{r}\right]\sigma_r\chi_\kappa\nonumber\\
&=\frac{i\hbar}{r}\left(G'+\frac{\kappa G}{r}\right)\chi_{-\kappa},\nonumber\\
\boldsymbol\sigma\cdot\mathbf p\,\frac{iF}{r}\chi_{-\kappa}
&=-\frac{\hbar}{r}\left(F'-\frac{\kappa F}{r}\right)\chi_\kappa .
\label{act}
\end{align}
The second result follows in the same way, with $i(-i\hbar)=\hbar$ and the minus sign from (\ref{phase}). The two rows of $H\psi=E\psi$ become
\begin{align}
\hbar c\left(G'+\frac{\kappa}{r}G\right)&=(E-V+mc^2)F,\nonumber\\
\hbar c\left(F'-\frac{\kappa}{r}F\right)&=-(E-V-mc^2)G .
\label{radial}
\end{align}
The four radial functions of the opening have separated into two pairs, one for each sign of $\kappa$.

The sign of $\kappa$ can also affect the energy. The pure $1/r$ field of a point charge is an exception: there, levels with the same principal quantum number $n$ and opposite $\kappa$ coincide, except that $\kappa=-n$ has no partner. For a general $V(r)$, a second-order equation shows how $\kappa$ enters. Where $D=E-V+mc^2$ is nonzero, solve the first equation for $F$ and insert it in the second. The terms $\pm\kappa G'/r$ cancel, and $D'=-V'$, leaving
\begin{equation}
G''-\frac{\kappa(\kappa+1)}{r^2}G+\frac{V'}{D}\left(G'+\frac{\kappa}{r}G\right)
+\frac{(E-V)^2-m^2c^4}{\hbar^2c^2}G=0 .
\label{second}
\end{equation}
By (\ref{ll}), $\kappa(\kappa+1)=l(l+1)$ for either sign. States of equal $l$ are thus distinguished by the term $\kappa V'/(rD)$. In the weakly relativistic limit $D\simeq2mc^2$, and multiplication by $-\hbar^2/2m$ turns this term into the energy
\begin{equation}
U_\kappa=-\frac{\hbar^2\kappa}{4m^2c^2}\frac{V'}{r} .
\label{so}
\end{equation}
If $V$ rises outward, $\kappa=l$ is lowered relative to $\kappa=-l-1$: at this order $j=l-\frac12$ lies below $j=l+\frac12$.

\subsection{Levels of a Gaussian well}

Let $V=-V_0e^{-r^2/a^2}$ with $V_0=mc^2$ and $a=6\hbar/(mc)$. The energies below come from integrating (\ref{radial}) outward from the regular solution at small $r$ and inward from the decaying solution at large $r$, and adjusting $E$ until the ratio $F/G$ agrees where they meet. The table lists the levels with $E<0.7\,mc^2$, rest energy included; $w$ is the probability in the lower components.
\begin{center}
\begin{tabular}{rcccccc}
$\kappa$&$j$&$\pi$&$l$&$l'$&$E/mc^2$&$w$\\ \hline
$-1$&$1/2$&$+$&0&1&0.3227&0.071\\
$1$&$1/2$&$-$&1&0&0.4873&0.085\\
$-2$&$3/2$&$-$&1&2&0.5092&0.101\\
$-1$&$1/2$&$+$&0&1&0.6389&0.102\\
$2$&$3/2$&$+$&2&1&0.6475&0.103\\
$-3$&$5/2$&$+$&2&3&0.6765&0.122
\end{tabular}
\end{center}

The labels and $w$ come from a separate calculation that assumes no angular momentum labels. There $H$ is a matrix in products of Cartesian oscillator functions, with up to 12 quanta in the upper components and 13 in the lower, and it is diagonalized within each parity. Applying the matrix of $K$ to the eigenvectors gives $\kappa$; the mean of $\mathbf L^2$ in each half gives $l$ and $l'$. Its energies differ from the radial ones by at most $8.3\times10^{-5}\,mc^2$ for these levels, and the truncation of the basis changes $w$ by less than $5\times10^{-4}$.

For the third level, (\ref{kappa}) gives $j=2-\frac12=\frac32$, (\ref{pi}) gives $\pi=(-1)(-1)^2=-1$, and the level has $2j+1=4$ states. The first level shows why $l$ is not a quantum number of the whole spinor: its mean $\mathbf L^2$ is $0.071\times1(1+1)\hbar^2=0.14\hbar^2$, which is neither $0$ nor $2\hbar^2$.

The first two levels share $j=\frac12$ and differ in parity. Their gap is $0.1646\,mc^2$, or $84.1$ keV for the electron mass. The second and third share $\pi$ and the upper $l=1$ and differ in $j$. Their gap is $0.0219\,mc^2$, or $11.2$ keV, with $j=\frac12$ lower, as (\ref{so}) suggests. That estimate also gives a scale. The two values of $\kappa$ differ by 3, and $V'/r=(2V_0/a^2)e^{-r^2/a^2}$ does not exceed $2V_0/a^2$, so the leading-order splitting from (\ref{so}) is at most $\frac34\cdot\frac{2}{36}\,mc^2=0.042\,mc^2$. The computed gap is about half of this ceiling. The binding energies here are comparable with $mc^2$, so (\ref{so}) is a guide to sign and size, not a substitute for (\ref{radial}).

The value $\kappa=-1$ occurs twice in the table. It fixes $j$, the parity and the orbital numbers $l$ and $l'$, but not $m$; levels with the same $\kappa$ still have to be distinguished by their radial functions.
